# Core exciton threshold in a simple-cubic band and in a chain

## The problem

An x-ray lifts an electron from a deep core level into an empty conduction band and leaves a core hole behind. The hole attracts the electron. If the attraction pulls a state out of the band, the spectrum has a core exciton below the onset of the continuum.

Take one orbital per site on an infinite simple-cubic lattice, with nearest-neighbour hopping amplitude $-t$, $t>0$. The core hole sits at site $0$, cannot move, and lowers the energy of that site alone by $U>0$:

$$H=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big)-U|0\rangle\langle 0| .$$

The band holds no other electrons. Spin exchange with the core level, other bands and lattice relaxation are left out. Wave vectors $\mathbf k$ are dimensionless, in units of the inverse lattice constant $1/a$. The band is $E_{\mathbf k}=-2t\sum_i\cos k_i$ and runs from $-6t$ to $6t$. The binding energy $\varepsilon$ is measured down from the band edge, so $E=-6t-\varepsilon$.

1. For which $U$ is there a normalizable state below the band, and how many are there? Find the critical value $U_c$ in units of $t$.
2. How does $\varepsilon$ grow just above $U_c$, and how much of the state lies on the core site?
3. Answer the same questions for a chain with the same $t$.
4. Evaluate the cubic case for $t=1.1$ eV, $a=0.41$ nm and $U=5t$.

## Hints

**Hint 1.** The attraction acts on one site, so in $\mathbf k$ space it enters through a single unknown number, the amplitude $\psi_0$ on that site. Solve for $\psi_{\mathbf k}$ and demand consistency.

**Hint 2.** The condition has the form $1=U\,g(\varepsilon)$. Ask whether $g$ stays finite as $\varepsilon\to0$. Near the band bottom the energy is quadratic in $k$, and the volume element decides.

**Hint 3.** To evaluate the three-dimensional integral, use $1/A=\int_0^\infty e^{-As}\,ds$ for $A>0$. The exponential of a sum is a product.

**Hint 4.** For the behaviour near threshold, study $g(0)-g(\varepsilon)$ rather than $g(\varepsilon)$. Small $k$ dominates the difference.

## Solution

### The condition for a bound state

Start with $N$ sites and periodic boundaries, and let $N\to\infty$ at fixed $\varepsilon>0$. With $|\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$ we have $\langle\mathbf k|0\rangle=N^{-1/2}$. Projecting $H|\psi\rangle=E|\psi\rangle$ on $\langle\mathbf k|$ gives

$$E_{\mathbf k}\psi_{\mathbf k}-\frac{U}{\sqrt N}\psi_0=E\psi_{\mathbf k}
\quad\Rightarrow\quad
\psi_{\mathbf k}=\frac{U\psi_0}{\sqrt N\,(E_{\mathbf k}-E)} .$$

The division is allowed because $E_{\mathbf k}-E>0$ below the band. If $\psi_0$ were zero, every $\psi_{\mathbf k}$ would vanish, so a bound state must have $\psi_0\neq0$. Now insert $\psi_{\mathbf k}$ into $\psi_0=N^{-1/2}\sum_{\mathbf k}\psi_{\mathbf k}$ and cancel $\psi_0$:

$$1=U\,g(\varepsilon),\qquad
g(\varepsilon)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{A_{\mathbf k}+\varepsilon},\qquad
A_{\mathbf k}=E_{\mathbf k}+6t=2t\sum_i(1-\cos k_i).$$

The integral runs over $-\pi<k_i<\pi$. Its integrand falls as $\varepsilon$ rises, so $g$ decreases strictly. It is smaller than $1/\varepsilon$ and therefore tends to zero. Its largest value is the limit $g(0)$.

Near $\mathbf k=0$, $A_{\mathbf k}\approx tk^2$, while $d^3k=4\pi k^2dk$ for a spherical shell. The factors $k^2$ cancel and $g(0)$ is finite. Hence $1/U=g(\varepsilon)$ has one root with $\varepsilon>0$ if $1/U<g(0)$, and none otherwise:

$$\text{one bound state if } U>U_c=\frac1{g(0)},\qquad\text{none if }U\le U_c .$$

The equality needs a separate look, since a state might sit right at the edge. There $\psi_{\mathbf k}\propto1/A_{\mathbf k}$, and the norm contains $\int d^3k/k^4\propto\int dk/k^2$, which diverges at small $k$. At $U=U_c$ the solution is not normalizable.

Physically, confining the electron near the core site costs kinetic energy. In three dimensions a weak contact attraction cannot repay that cost.

### The value of the threshold

Apply Hint 3 to $A=A_{\mathbf k}+\varepsilon$. Each direction contributes the same factor,

$$\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-2ts(1-\cos k)}=e^{-2ts}I_0(2ts),$$

where $I_0$ is the modified Bessel function, defined by this integral. Therefore

$$g(\varepsilon)=\int_0^\infty ds\,e^{-\varepsilon s}\left[e^{-2ts}I_0(2ts)\right]^3 .$$

A triple integral has become a single one. Measure $s$ in units of $1/t$ and set $\varepsilon=0$. The integrand starts at 1 and falls smoothly, but its tail is long, so we treat large $s$ analytically.

For large $z$, small $k$ dominates the integral for $e^{-z}I_0(z)$. With $1-\cos k\approx k^2/2-k^4/24$,

$$e^{-z}I_0(z)\approx\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-zk^2/2}\left(1+\frac{zk^4}{24}\right)
=\frac1{\sqrt{2\pi z}}\left(1+\frac1{8z}\right).$$

The last step uses the Gaussian average $\langle k^4\rangle=3/z^2$. Put $z=2s$ and cube, keeping the first correction:

$$\left[e^{-2s}I_0(2s)\right]^3\approx(4\pi s)^{-3/2}\left(1+\frac{3}{16s}\right).$$

Integrating from $S$ to infinity gives

$$\frac1{(4\pi)^{3/2}}\left[\frac{2}{\sqrt S}+\frac{1}{8S^{3/2}}\right].$$

For $S=25$ the bracket is $0.400+0.001=0.401$, and the remainder is $0.009002/t$. Numerical integration from $0$ to $25$ gives $0.243729/t$. The sum is

$$g(0)=\frac{0.252731}{t},\qquad U_c=\frac{t}{0.252731}=3.957\,t .$$

So the critical attraction is about $3.96$ hopping units, roughly one third of the bandwidth $12t$.

Two other routes confirm it. One averages $1/A_{\mathbf k}$ over meshes with 80 and 160 points per direction. The other uses the spectra of finite cubes with hard walls 40 and 80 steps from the core site. In both cases the leading error, inversely proportional to the size, is removed by extrapolation. Both give $U_c=3.95677\,t$, against $3.95678\,t$ from the Bessel integral.

### Binding energy near the threshold

Subtract the two integrals:

$$g(0)-g(\varepsilon)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\varepsilon}{A_{\mathbf k}(A_{\mathbf k}+\varepsilon)} .$$

At any fixed $k\neq0$ the integrand is of order $\varepsilon$. The region $tk^2\sim\varepsilon$ gives a larger contribution, of order $\sqrt\varepsilon$. To leading order we may thus set $A_{\mathbf k}=tk^2$ and extend the integral to infinite $k$:

$$g(0)-g(\varepsilon)\approx\frac{\varepsilon}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+\varepsilon}
=\frac{\varepsilon}{2\pi^2t}\,\frac{\pi}{2\sqrt{t\varepsilon}}
=\frac{1}{4\pi t}\sqrt{\frac{\varepsilon}{t}} .$$

With $g(0)=1/U_c$ and $g(\varepsilon)=1/U$ this becomes

$$\varepsilon\approx t\,(4\pi t)^2\left(\frac1{U_c}-\frac1U\right)^2 .$$

For $U=U_c(1+\delta)$ with small $\delta$, the bracket is $\delta/U_c$ and $\varepsilon\approx t(4\pi t/U_c)^2\delta^2\approx10\,t\,\delta^2$. The binding opens quadratically, with zero slope. At $\delta=0.001$ the full root is $0.99903$ times the value of the law in $1/U$.

In the opposite limit, $U\gg t$, the electron sits almost entirely on the core site. Second-order perturbation theory in the hopping to the six neighbours gives $E\approx-U-6t^2/U$, so $\varepsilon\approx U-6t+6t^2/U$. The term $-6t$ appears because a free electron at the band bottom already gains $6t$ by spreading out.

### Weight on the core site

The norm is $\sum_{\mathbf k}|\psi_{\mathbf k}|^2=1$. With the expression for $\psi_{\mathbf k}$, the weight $Z=|\psi_0|^2$ is

$$Z=\left[U^2\int\!\frac{d^3k}{(2\pi)^3}\frac1{(A_{\mathbf k}+\varepsilon)^2}\right]^{-1}=-\frac{1}{U^2g'(\varepsilon)} .$$

Differentiating $1=Ug(\varepsilon)$ with respect to $U$ gives $0=g+Ug'\,d\varepsilon/dU$. Since $g=1/U$, it follows that $d\varepsilon/dU=-1/(U^2g')=Z$. The site weight is the slope of the binding curve, and a curve that opens with zero slope must start with zero weight.

For small $\varepsilon$ the integral is again dominated by small $k$:

$$\frac1{2\pi^2}\int_0^\infty\frac{k^2\,dk}{(tk^2+\varepsilon)^2}=\frac{1}{8\pi t^{3/2}\sqrt\varepsilon}
\quad\Rightarrow\quad
Z\approx\frac{8\pi t^2}{U^2}\sqrt{\frac{\varepsilon}{t}} .$$

This matters for the spectrum. If the x-ray transition puts the electron into the orbital on the core site, with a fixed matrix element, the strength of each final state is proportional to its weight on that site. The exciton line carries the fraction $Z$. There is no state above the band, because for $E>6t$ the condition $1=U\int d^3k/(2\pi)^3\,(E_{\mathbf k}-E)^{-1}$ has a negative right-hand side. The remaining fraction $1-Z$ therefore lies in the continuum. Just above threshold the exciton is both shallow and faint.

### The chain

In one dimension the band is $-2t\cos k$ and its edge lies at $-2t$, so now $E=-2t-\varepsilon$. The condition is still $1=Ug_1(\varepsilon)$, where $g_1$ is the amplitude at site 0 of the decaying solution of

$$-t(G_{n+1}+G_{n-1})-E\,G_n=\delta_{n0} .$$

Try $G_n=Ce^{-\kappa|n|}$ with $\kappa>0$. For $n\ne0$ the equation requires $-E=2t\cosh\kappa$. For $n=0$ it reads $2tC(\cosh\kappa-e^{-\kappa})=2tC\sinh\kappa=1$. Hence

$$g_1=C=\frac1{2t\sinh\kappa}=\frac{1}{\sqrt{E^2-4t^2}}=\frac1{\sqrt{\varepsilon^2+4t\varepsilon}} .$$

This diverges as $\varepsilon\to0$ and takes every positive value once. There is one bound state for every $U>0$. From $\sqrt{E^2-4t^2}=U$ and $E<0$,

$$E=-\sqrt{4t^2+U^2},\qquad \varepsilon=\sqrt{4t^2+U^2}-2t\approx\frac{U^2}{4t}\quad(U\ll t).$$

For the site weight, $g_1'=-(\varepsilon+2t)(\varepsilon^2+4t\varepsilon)^{-3/2}=-\sqrt{4t^2+U^2}/U^3$, so $Z_1=U/\sqrt{4t^2+U^2}$.

The contrast comes from the volume element. Near the edge $g$ contains $\int k^{d-1}dk/k^2$ in $d$ dimensions. It diverges for $d=1$ and converges for $d=3$. In the chain, low-energy states are so abundant that even a weak attraction can build a bound state from them, though a wide one.

### Spatial extent in the cubic lattice

Along the $x$ axis, the amplitude $n$ steps from the core is $U\psi_0\int d^3k/(2\pi)^3\,e^{ik_xn}/(A_{\mathbf k}+\varepsilon)$. At fixed $k_y,k_z$ the $k_x$ integral is the chain problem just solved, with result $e^{-\kappa'n}/(2t\sinh\kappa')$ and

$$\cosh\kappa'=1+\frac{\varepsilon}{2t}+(1-\cos k_y)+(1-\cos k_z).$$

The slowest decay is at $k_y=k_z=0$, where $\kappa'=\kappa$ with $\cosh\kappa=1+\varepsilon/(2t)$. Nearby, $\kappa'\approx\kappa+(k_y^2+k_z^2)/(2\sinh\kappa)$. The Gaussian integral over $k_y,k_z$ then supplies a factor $\sinh\kappa/(2\pi n)$. At large $n$,

$$\psi_n\approx\frac{U\psi_0}{4\pi t}\,\frac{e^{-\kappa n}}{n} .$$

### Numbers for the example

The threshold is $U_c=3.957\times1.1\ \text{eV}=4.35$ eV. The chosen attraction, $U=5\times1.1\ \text{eV}=5.50$ eV, exceeds it. The condition becomes $g(\varepsilon)=0.2/t$, and its numerical root is $\varepsilon=0.4008\,t$, or

$$\varepsilon=0.4008\times1.1\ \text{eV}=0.441\ \text{eV}.$$

The quadratic law gives $(4\pi)^2(0.25273-0.20000)^2\,t=0.439\,t$, or $0.483$ eV. That is about 10% above the full root, although $U$ exceeds $U_c$ by 26%.

The site weight is $Z=0.609$, so 61% of the local absorption strength goes into the exciton. For the decay, $\cosh\kappa=1+0.4008/2=1.2004$ gives $\kappa=0.623$ per step, and the exponential decay length of the amplitude along a cube axis is $0.41\ \text{nm}/0.623=0.66$ nm. Diagonalizing a cube of 41 sites on an edge reproduces $\varepsilon=0.4409$ eV and $Z=0.6086$.

For the chain, with $t$ held fixed:

| $U$ | chain $\varepsilon$ (eV) | cubic $\varepsilon$ (eV) |
|---|---|---|
| $0.5t$ | 0.068 | unbound |
| $3t$ | 1.766 | unbound |
| $5t$ | 3.724 | 0.441 |

At $3t$, for example, the chain value is $(\sqrt{13}-2)\times1.1$ eV. The chain's large binding at $5t$ partly reflects its smaller edge energy: spreading out gains a free electron $2t$ there, against $6t$ in the cubic lattice. The absence of a threshold is a separate matter and follows from the divergence of $g_1$.

### How this relates to a real crystal

The parameters lie in the regime of barium stannate. Its tin sites form a simple-cubic lattice and the bottom of its conduction band is mainly tin 5s. The values of $t$ and $a$ are rough. Comparing $tk^2=ta^2q^2$, with $q=k/a$, to $\hbar^2q^2/(2m^*)$ gives $m^*=\hbar^2/(2ta^2)=0.206$ electron masses, near the rough value of 0.2 for this material. The hopping is thus tied to the band edge. The model's full width of 13.2 eV is an extrapolation, since other orbitals mix in at higher energy. The attraction of 5.5 eV is chosen, not computed for tin, and because $U_c$ is close by, the binding is sensitive to it in relative terms: with $d\varepsilon/dU=Z$, a 1% change of $U$ changes $\varepsilon$ by about $0.01\,UZ/\varepsilon$, or 8%.

A tin 2p hole allows a dipole transition to the 5s orbital, but its lifetime broadening is large. We take a round 2 eV; tabulated widths are somewhat larger, about 2.4 to 2.8 eV. The binding energy is at most 0.22 of the width, so the exciton line overlaps the onset of the continuum and no gap is visible between them. The line still stands out: its total area is 61% of the local strength, about half of which falls within the 2 eV full width at half maximum if the line is Lorentzian. The rest is spread over the band, with about two thirds of it in the first 4 eV above the edge. With a 2 eV Lorentzian width the contact model gives a single peak, 2.5 eV wide, whose maximum lies 0.38 eV below the band edge. At $U=3.9t$, where nothing is bound, it also gives a single peak, 3.8 eV wide and 0.53 eV above the edge. A broad peak near the absorption edge therefore does not by itself show that a bound state exists, and the binding energy cannot be read off it unless the position of the edge is known independently. The thermal energy at 300 K, 0.026 eV, is much smaller than the binding. The restriction of the attraction to one site is also a poor assumption for an insulator; the second variation estimates the size of that error.

## Variation 1: a square lattice

*Does a single layer with the same hopping have a threshold?*

The edge is at $-4t$, and near it $A_{\mathbf k}\approx tk^2$ with $d^2k=2\pi k\,dk$. For small $\varepsilon$, cutting the integral off at some $k_m$ of order one,

$$g_2(\varepsilon)\approx\frac1{2\pi}\int_0^{k_m}\frac{k\,dk}{tk^2+\varepsilon}=\frac{1}{4\pi t}\ln\frac{tk_m^2+\varepsilon}{\varepsilon}\approx\frac1{4\pi t}\ln\frac{ct}{\varepsilon} .$$

The constant $c$ absorbs the cutoff and the finite contribution of larger $k$; evaluating the full lattice integral gives $c=32$. The logarithm diverges, so every $U>0$ binds. Setting $g_2=1/U$ gives, for $U\ll t$,

$$\varepsilon\approx c\,t\,e^{-4\pi t/U} .$$

There is no threshold, but weak binding is exponentially small, whereas in the chain it is quadratic in $U$.

## Variation 2: a Coulomb tail

*In an insulator the hole also attracts the electron on other sites. Add the energy $-w/|\mathbf R|$ for $\mathbf R\neq0$, with $|\mathbf R|$ in lattice steps. Does the threshold survive?*

It does not. Take a trial function $e^{-r/b}$ with $b$ much larger than one step. Its kinetic energy above the band edge is $t/b^2$, and the tail contributes $-w/b$. Leaving out the core site changes this only at order $1/b^3$, and any $U>0$ there lowers the energy further. For large enough $b$ the total $t/b^2-w/b$ is negative, so a bound state exists even at $U=0$.

With a rough electronic dielectric constant of 4, $w=e^2/(4\pi\epsilon_0\cdot4a)=0.878$ eV. Minimizing the trial energy gives $b=2t/w=2.5$ steps and a binding of $w^2/(4t)=0.175$ eV. This is a rough estimate, because $b$ is not large. Diagonalization in a cube with the tail included gives:

| on-site attraction | contact only (eV) | with tail (eV) |
|---|---|---|
| $0$ | unbound | 0.154 |
| $3t$ | unbound | 0.219 |
| $5t$ | 0.441 | 0.742 |

Enlarging the half-width of the cube from 16 to 24 steps changes these energies by less than $10^{-4}$ eV.

At $5t$ the tail raises the binding by 0.30 eV, or 68% of the contact value, and lowers the core-site weight of the lowest state from 0.61 to 0.50. The entries with the tail are only as good as the dielectric constant: a value of 5 instead of 4 gives 0.102 eV at $U=0$ and 0.676 eV at $5t$. For an insulator with these parameters, the contact model is therefore not a quantitative theory of the binding energy. What remains of the threshold is a crossover. From $0$ to $3t$ the on-site term adds only 0.065 eV to a state held by the tail, while from $3t$ to $5t$ it adds 0.52 eV. A sharp threshold requires an attraction of short range, and the value $3.96t$ belongs to an attraction on the core site alone. Attraction on neighbouring sites lowers it. The complete values are in the numerical output below.

## Computed results

```
THRESHOLD, CUBIC LATTICE
g(0), part s < 25/t: 0.243729 1/t
g(0), remainder s > 25/t: 0.009002 1/t
g(0), full integral: 0.252731 1/t
critical attraction Uc: 3.95678 t
Uc from k meshes: 3.95677 t
Uc from hard-wall boxes: 3.95677 t
NEAR THRESHOLD, U = 1.001 Uc
binding, full root / quadratic law: 0.99903
site weight, full / limiting law: 0.99904
EXAMPLE INPUTS
hopping t: 1.10 eV
lattice constant a: 0.41 nm
band-edge mass: 0.206 electron masses
bandwidth 12t: 13.20 eV
chosen attraction U = 5t: 5.50 eV
weaker attraction U = 3t: 3.30 eV
EXAMPLE RESULTS, CONTACT ATTRACTION
critical attraction Uc: 4.352 eV
binding at 5t: 0.40079 t
binding at 5t: 0.4409 eV
binding at 5t, box diagonalization: 0.4409 eV
binding at 5t, quadratic law: 0.4830 eV
core-site weight Z at 5t: 0.6086
core-site weight, box diagonalization: 0.6086
decay constant kappa at 5t: 0.6230 per step
amplitude decay length a/kappa: 0.658 nm
CHAIN WITH THE SAME HOPPING
chain binding at U = 0.1t: 0.00275 eV
chain binding at U = 0.5t: 0.06771 eV
chain binding at U = 3.0t: 1.76611 eV
chain binding at U = 5.0t: 3.72368 eV
weak-U law U^2/(4t) at 0.5t: 0.06875 eV
chain site weight at 5t: 0.9285
NEGLECTED EFFECTS
dielectric constant, rough: 4.0
Coulomb tail at nearest neighbour: 0.878 eV
binding with tail, on-site 0t: 0.1542 eV
  shift, box half-width 16 to 24 steps: 4.5e-05 eV
binding with tail, on-site 3t: 0.2192 eV
  shift, box half-width 16 to 24 steps: 3.2e-06 eV
binding with tail, on-site 5t: 0.7420 eV
  shift, box half-width 16 to 24 steps: 6.7e-12 eV
core-hole width, rough: 2.0 eV
contact binding at 5t / core-hole width: 0.220
thermal energy at 300 K: 0.0259 eV
```
